# The squared bond-order sum rule and the 1/√z bound

A bond order is a dimensionless number, so an energy scale such as the hopping strength can enter it only through ratios. Symmetry restricts it further. Suppose that the squared bond orders from orbital \(i\) to all other orbitals add up to a function \(g\) of its electron population \(N_i\) alone. This sum does not change when the other orbitals are mixed among themselves by a unitary rotation. Exchanging filled and empty levels turns \(N_i\) into \(2-N_i\) and reverses the sign of every bond order, so \(g(N)=g(2-N)\). An empty orbital has no bond orders, so \(g(0)=g(2)=0\). The simplest function with these properties is \(g=c\,N(2-N)\), and a two-site, two-electron bond, with \(N=1\) and bond order 1, requires \(c=1\). The argument suggests the form but does not prove that such a function exists. The proof comes from idempotency.

Let the basis orbitals be orthonormal, and let each spatial level \(n\) have coefficients \(c_{in}\) with \(\sum_k c_{kn}^*c_{km}=\delta_{nm}\). Each level is either empty or holds two electrons of opposite spin. The density matrix summed over spin is

\[
P_{ij}=2\sum_{n\,\mathrm{occ}}c_{in}c_{jn}^*\equiv 2\rho_{ij},\qquad N_i=P_{ii}.
\]

For \(i\neq j\), \(P_{ij}\) is the bond order. Multiplying \(\rho\) by itself and using orthonormality gives

\[
(\rho^2)_{ij}=\sum_{n,m\,\mathrm{occ}}c_{in}\Big(\sum_k c_{kn}^*c_{km}\Big)c_{jm}^*
=\sum_{n\,\mathrm{occ}}c_{in}c_{jn}^*=\rho_{ij}.
\]

Therefore \(P^2=4\rho^2=4\rho=2P\). Since \(P_{ji}=P_{ij}^*\), the diagonal element of this equation is

\[
\sum_j P_{ij}P_{ji}=\sum_j|P_{ij}|^2=2N_i .
\]

The term \(j=i\) equals \(N_i^2\). Moving it to the right gives the sum rule

\[
\sum_{j\neq i}|P_{ij}|^2=2N_i-N_i^2=N_i(2-N_i)=1-(1-N_i)^2\le 1 .
\]

The sum includes distant orbitals, even those with no direct hopping to \(i\). Each orbital thus has a fixed budget of squared bond order, largest when it holds one electron. If \(z\) of its bonds have the same magnitude \(p\), they contribute \(zp^2\), and the remaining terms are not negative, so

\[
p\le\sqrt{\frac{N_i(2-N_i)}{z}}\le\frac{1}{\sqrt z}.
\]

Reaching \(1/\sqrt z\) requires \(N_i=1\) and zero bond order to every other orbital. If the \(z\) bonds differ, the Cauchy–Schwarz inequality \((\sum_j|P_{ij}|)^2\le z\sum_j|P_{ij}|^2\) gives the same bound for their mean magnitude.

The number \(z\) counts bonds of one orbital, not of one atom. For an atom \(A\) with \(M\) orbitals, adding the sum rules and dropping the terms inside the atom gives

\[
\sum_{i\in A}\sum_{j\notin A}|P_{ij}|^2\le\sum_{i\in A}N_i(2-N_i)\le M .
\]

An atom with four orbitals can therefore have a total of up to four. The lattices below have one orbital per site.

The bond order also measures how the energy responds to hopping. For independent electrons with Hamiltonian matrix \(H\), the energy is \(E=2\sum_{\rm occ}\varepsilon_n=\sum_{ij}P_{ij}H_{ji}\). Under a small change \(\delta H\), the change of a normalized eigenvector contributes \(\varepsilon_n\,\delta\langle n|n\rangle=0\), which leaves \(\delta\varepsilon_n=\langle n|\delta H|n\rangle\) and \(\delta E=\sum_{ij}P_{ij}\,\delta H_{ji}\). For a real matrix with \(H_{ij}=H_{ji}=h_{ij}\), both entries change together, so

\[
\frac{\partial E}{\partial h_{ij}}=2P_{ij},\qquad
\frac{\partial E}{\partial H_{ii}}=N_i .
\]

These derivatives test the sum rule without using the eigenvectors. The example is a six-site ring with six electrons, hopping \(-t\), and the round model value \(t=2\) eV, which represents no particular material. The site energies are \(-1,0,0.3,0,0.5,0\) in units of \(t\), and an extra hopping \(-0.2t\) joins sites 1 and 3. Numerical derivatives of the total energy give \(N_1=1.34835\), and the squared bond orders from site 1 add up to 0.87865. The sum rule predicts \(1.34835\times0.65165=0.87865\). The other five sites agree as well, with populations from 0.81439 to 1.07272.

Now let all site energies be zero and let each site have \(z\) neighbours with hopping \(-t\), where \(t>0\). If all neighbour bond orders equal \(p\), then, per site,

\[
\frac{E}{M_s}=\sum_jP_{ij}H_{ji}=-zpt\ge-\sqrt z\,t ,
\]

where \(M_s\) is the number of sites. The floor follows from \(p\le1/\sqrt z\).

The chain, honeycomb and square lattices are bipartite: every hop joins sublattice \(A\) to sublattice \(B\). Reversing the sign of an eigenvector on \(B\) turns energy \(\varepsilon\) into \(-\varepsilon\), so at half filling the negative levels are full and the positive ones empty. If no level lies at zero, the projector on the occupied levels is \(\rho=\tfrac12(1-\operatorname{sgn}H)\), and

\[
P=1-\operatorname{sgn}H=1-H(H^2)^{-1/2}.
\]

Two hops return to the starting sublattice, so \(H^2\) and \((H^2)^{-1/2}\) do not connect \(A\) with \(B\). The product with \(H\) connects only opposite sublattices. Hence \(N_i=1\), bond orders within a sublattice vanish, and the whole budget of 1 goes to the opposite sublattice.

For the chain, with lattice spacing as the unit of length, \(\varepsilon=-2t\cos k\). At half filling the occupied states have \(|k|<\pi/2\), and the bond order at distance \(n\) is

\[
C_n=2\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}\,e^{ikn}
=\frac{2\sin(n\pi/2)}{n\pi},\qquad C_0=1 .
\]

Nearest neighbours have \(p=C_1=2/\pi=0.6366\), below the ceiling \(1/\sqrt2=0.7071\). For even \(n\neq0\) the bond order vanishes. The odd distances on both sides give

\[
2\sum_{n=1,3,5,\ldots}\frac{4}{\pi^2n^2}
=\frac{8}{\pi^2}\,\frac{\pi^2}{8}=1 ,
\]

as the sum rule demands. The two nearest neighbours take \(2p^2=0.8106\) of the budget. The two third neighbours, with bond order \(-0.2122\), take another 0.0901. The bound is missed because part of the budget goes to sites with no direct hopping.

For the square lattice, \(\varepsilon=-2t(\cos k_x+\cos k_y)\), and the occupied region is \(|k_x|+|k_y|<\pi\). Put \(k_x=u+v\) and \(k_y=u-v\). The region becomes \(|u|<\pi/2\), \(|v|<\pi/2\), and \(dk_x\,dk_y=2\,du\,dv\). The phase for displacement \((m,n)\) is \(mk_x+nk_y=(m+n)u+(m-n)v\), so the integral factorizes:

\[
P_{m,n}=\frac{2}{4\pi^2}\,2\int_{-\pi/2}^{\pi/2}\!\!du\,e^{i(m+n)u}
\int_{-\pi/2}^{\pi/2}\!\!dv\,e^{i(m-n)v}
=C_{m+n}C_{m-n}.
\]

Thus \(p=C_1^2=4/\pi^2=0.4053\), against a ceiling of 0.5. The integers \(a=m+n\) and \(b=m-n\) have the same parity. If both are even, the product vanishes unless both are zero, which is the site itself. Each pair of odd integers \(a,b\) corresponds to one displacement, so the squared bond orders add up to \((\sum_{a\,{\rm odd}}C_a^2)^2=1\). The four nearest neighbours take \(4p^2=(8/\pi^2)^2=0.6570\), and the eight sites equivalent to \((2,1)\) take 0.1460.

The zero-energy line of the infinite square lattice has no area and does not affect these integrals. A finite lattice can have levels exactly on it, however. A lattice of 30 by 30 sites avoids them if it is periodic along one direction and antiperiodic along the other. Its neighbour bond orders have mean magnitude 0.4057 and range from 0.4045 to 0.4068. Translations, with a sign change across the antiperiodic seam, remain symmetries, so parallel bonds have equal magnitude and the spread is a difference between the two directions.

For the honeycomb lattice, let \(k_1,k_2\) be the phases across the two primitive translations, and let \(f=1+e^{ik_1}+e^{ik_2}\). The Hamiltonian block from \(B\) to \(A\) is \(-tf\), and \(H^2\) equals \(t^2|f|^2\) on both sublattices. The corresponding block of \(P\) is therefore \(f/|f|\). Its Fourier coefficients are the bond orders between the sublattices. Parseval's theorem gives their squared sum as the average of \(|f/|f||^2=1\). The three neighbour bond orders are the averages of \(f/|f|\) multiplied by \(1\), \(e^{-ik_1}\) and \(e^{-ik_2}\). They are equal by threefold symmetry, and these factors add up to \(f^*\), so

\[
3p=\left\langle\frac{f^*f}{|f|}\right\rangle=\langle|f|\rangle,
\qquad p=\tfrac13\langle|f|\rangle=0.5249 .
\]

The ceiling is \(1/\sqrt3=0.5774\). The isolated points where \(f=0\) do not affect the average. A finite lattice of 20 by 20 cells has no level at these points, and its diagonalization also gives 0.5249.

The distance from the ceiling can be read from the spectrum. At half filling the energy per site is \(-\langle|\varepsilon|\rangle\), where the average runs over all levels: half of them are occupied, each holds two electrons, and the spectrum is symmetric. Hence \(zpt=\langle|\varepsilon|\rangle\). The mean squared energy is the diagonal element \((H^2)_{ii}=zt^2\). Combining the two,

\[
p\sqrt z=\frac{\langle|\varepsilon|\rangle}{\sqrt{\langle\varepsilon^2\rangle}}\le1 .
\]

The ratio is 0.900 for the chain, 0.909 for the honeycomb lattice and 0.811 for the square lattice. It depends on the shape of the spectrum and equals 1 if all levels have the same \(|\varepsilon|\).

With \(t=2\) eV held fixed, the energies per site are

\[
\begin{aligned}
\text{chain:}&\quad -2(0.63662)(2\ \mathrm{eV})=-2.546\ \mathrm{eV},\\
\text{honeycomb:}&\quad -3(0.52487)(2\ \mathrm{eV})=-3.149\ \mathrm{eV},\\
\text{square:}&\quad -4(0.40528)(2\ \mathrm{eV})=-3.242\ \mathrm{eV}.
\end{aligned}
\]

The floors \(-\sqrt z\,t\) are \(-2.828\), \(-3.464\) and \(-4.000\) eV. Among these three lattices, more neighbours lower the energy per site but weaken each bond. An energy law proportional to \(\sqrt z\) gives the right ordering, but one common prefactor cannot be exact for all three, because the largest of the ratios \(p\sqrt z\) exceeds the smallest by about 12% of the smallest. From honeycomb to square, \(\sqrt z\) grows by 15%, but the magnitude of the energy grows by only 3%. The comparison covers band energy at fixed hopping. It contains no repulsion between atoms and no change of bond length, so it does not predict which structure is stable.

The ceiling can be reached for every \(z\) if hopping signs may vary. Label the \(2^z\) corners of a \(z\)-dimensional hypercube by strings of bits \(s_1,\ldots,s_z\). Let \(\Gamma_a\) flip bit \(a\) and multiply by \((-1)^{s_1+\cdots+s_{a-1}}\), and set \(H=-t\sum_a\Gamma_a\). Flipping the same bit twice restores the state with the same sign factor, so \(\Gamma_a^2=1\). For \(a<b\), flipping bit \(a\) reverses the sign in \(\Gamma_b\), so \(\Gamma_a\Gamma_b=-\Gamma_b\Gamma_a\). The cross terms in \(H^2\) cancel:

\[
H^2=zt^2,\qquad P=1-\frac{H}{\sqrt z\,t},\qquad |P_{ij}|=\frac1{\sqrt z}
\]

on every bond. The levels are \(\pm\sqrt z\,t\), in equal numbers because \(H\) has zero trace. For \(z=1\) this is the ordinary two-site bond, and for \(z=2\) a four-site ring in which the product of the hopping signs is negative. The construction shows that the general bound cannot be lowered. It does not show that a lattice with hopping of one sign can reach it.

Away from half filling, the chain is occupied up to \(|k|=\pi N/2\), and the same integral gives \(p=(2/\pi)\sin(\pi N/2)\). For 302 electrons on 602 sites, \(N=0.5017\), \(p=0.4513\), and the budget is \(N(2-N)=0.7517\). The ceiling is \(\sqrt{0.7517/2}=0.613\). As \(N\to0\), \(p\to N\) while the ceiling approaches \(\sqrt N\), so their ratio falls as \(\sqrt N\). The long-wavelength occupied states spread the small budget over many sites.

The equality fails at every orbital on which a fractionally occupied level has weight, but the bound survives. With occupations \(0\le f_n\le1\) per spin, \(\rho_{ij}=\sum_nf_nc_{in}c_{jn}^*\), and the same algebra gives

\[
\sum_{j\neq i}|P_{ij}|^2=N_i(2-N_i)-4\sum_nf_n(1-f_n)|c_{in}|^2 .
\]

The subtracted term is never negative. In a half-filled chain at temperature \(T\) with \(k_BT\ll t\), the density of states per site and spin near zero energy is \(1/(2\pi t)\). Since \(f(1-f)=-k_BT\,df/d\varepsilon\), its energy integral is \(k_BT\), and the deficit is

\[
4\,\frac{k_BT}{2\pi t}=\frac{2k_BT}{\pi t}
=\frac{2(0.02585\ \mathrm{eV})}{\pi(2\ \mathrm{eV})}=0.0082
\]

at 300 K, less than 1% of the budget. Diagonalizing a ring of 1002 sites gives the same value.

Degeneracy can have a much larger effect. A four-site ring with equal hopping has levels \(-2t,0,0,2t\). If its four electrons fill the lowest level and share the two zero levels equally, these have \(f=\tfrac12\). The average of \(f(1-f)\) over the four levels is \(\tfrac18\), so half the budget is lost. Each neighbour bond order is 0.5, compared with 0.7071 for the ring with one hopping sign reversed.

Orthogonality is the other essential condition. With overlap matrix \(S\), the occupied coefficient vectors, collected in \(C\), satisfy \(C^\dagger SC=1\), and \(P=2CC^\dagger\). Then

\[
PSP=4C(C^\dagger SC)C^\dagger=2P,
\]

which differs from \(P^2=2P\). For two equal orbitals with overlap \(s=0.2\) and a filled bonding level, \(P_{11}=P_{12}=1/(1+s)=0.8333\). The squared off-diagonal element is 0.6944, whereas \(P_{11}(2-P_{11})=0.9722\). The matrix \(Q=S^{1/2}PS^{1/2}\) refers to orthogonalized orbitals and obeys \(Q^2=S^{1/2}PSPS^{1/2}=2Q\). Its populations and bond order are all 1, and the sum rule holds again. The elements \(P_{ij}\) obey the bound \(1/\sqrt z\) in an orthonormal basis, but their values depend on which one is chosen. Keeping orbital 1 and orthogonalizing orbital 2 to it gives populations \(1+s=1.2\) and \(1-s=0.8\) and a squared bond order \(0.96=1.2\times0.8\). In the original basis, \((PS)^2=2PS\) gives a related exact rule, \(\sum_{j\neq i}(PS)_{ij}(PS)_{ji}=q_i(2-q_i)\) with \(q_i=(PS)_{ii}\). The numerical output below lists the main values for the numerical examples.

## Computed values

```
hopping t = 2.00 eV
six-site ring: site energies -1,0,0.3,0,0.5,0 (units of t),
  extra hopping -0.2 t between sites 1 and 3; 6 electrons
  site 1: N = 1.34835, sum P^2 = 0.87865, N(2-N) = 0.87865
  site 2: N = 0.88993, sum P^2 = 0.98788, N(2-N) = 0.98788
  site 3: N = 0.86829, sum P^2 = 0.98265, N(2-N) = 0.98265
  site 4: N = 1.07272, sum P^2 = 0.99471, N(2-N) = 0.99471
  site 5: N = 0.81439, sum P^2 = 0.96555, N(2-N) = 0.96555
  site 6: N = 1.00634, sum P^2 = 0.99996, N(2-N) = 0.99996
chain: z = 2, sites = 602
  p finite: mean 0.63662, min 0.63662, max 0.63662
  p infinite = 0.63662, 1/sqrt(z) = 0.70711, ratio = 0.9003
  neighbour share z p^2 = 0.8106, farther orbitals = 0.1894
  infinite energy/site = -2.5465 eV, floor = -2.8284 eV
honeycomb: z = 3, sites = 800
  p finite: mean 0.52488, min 0.52488, max 0.52488
  p infinite = 0.52487, 1/sqrt(z) = 0.57735, ratio = 0.9091
  neighbour share z p^2 = 0.8265, farther orbitals = 0.1735
  infinite energy/site = -3.1492 eV, floor = -3.4641 eV
square: z = 4, sites = 900
  p finite: mean 0.40566, min 0.40454, max 0.40677
  p infinite = 0.40528, 1/sqrt(z) = 0.50000, ratio = 0.8106
  neighbour share z p^2 = 0.6570, farther orbitals = 0.3430
  infinite energy/site = -3.2423 eV, floor = -4.0000 eV
chain third-neighbour order = -0.21221, share of both = 0.0901
square (2,1) order = -0.13509, share of all eight = 0.1460
truncated sums: chain 0.999998, square 0.9990
partly filled chain: N = 0.50166, p = 0.45133, N(2-N) = 0.75166, ceiling = 0.61305
signed hypercube z = 1: |p| = 1.00000
signed hypercube z = 2: |p| = 0.70711
signed hypercube z = 3: |p| = 0.57735
signed hypercube z = 4: |p| = 0.50000
signed hypercube z = 5: |p| = 0.44721
chain at T = 300 K: kT = 0.02585 eV, deficit = 0.008230, 2kT/(pi t) = 0.008229
four-site ring, shared zero modes: p = 0.5000, sum P^2 = 0.5000, loss = 0.5000
two orbitals, overlap 0.2: P12^2 = 0.6944, P11(2-P11) = 0.9722
  after orthogonalization: P12^2 = 1.0000, N(2-N) = 1.0000
```
